Regularisation bias and propagated noise in a film depth profile, part 2

Electrons counted at several emission angles are used to infer the atom fraction c(z) of a marker element at depth z in a film of thickness D. Lengths are in nm.

With cells of width h, the true vector x has components √h c_j; x₀ is the reference and ξ = x − x₀. The m signals are y = Bx + e, where e has mean zero and covariance C = LLᵀ; E denotes the mean over repetitions. Whitening gives A = L⁻¹B, ε = L⁻¹e and b = L⁻¹(y − Bx₀). The r positive singular values s_i of A, in nm^(−1/2), belong to orthonormal depth patterns v_i and data patterns u_i: A v_i = s_i u_i. The components are ξ_i = v_iᵀξ and ε_i = u_iᵀε; the null-space part ξ_⊥ of ξ affects no signal.

The regularised estimate x_α minimises over x′, for fixed α > 0,

J = (y − Bx′)ᵀC⁻¹(y − Bx′) + α²|x′ − x₀|². (5)

Its filter factors, noise amplitudes and mean squared error are

f_i = s_i²/(s_i² + α²). (9)

f_i/s_i = s_i/(s_i² + α²). (13)

E|x_α − x|² = Σ_i (1 − f_i)² ξ_i² + |ξ_⊥|² + Σ_i f_i²/s_i². (12)

Amplitude (13) is at most 1/(2α), reached at s_i = α. In (12) the first two terms are squared bias, the last is noise variance. An rms atom fraction is the square root of a squared error divided by D.

With t = α², the total error M(t) has the slope

dM/dt = 2 Σ_i s_i² (t ξ_i² − 1)/(s_i² + t)³. (14)

The α of least error, the oracle value, requires the truth and satisfies

α ≥ 1/max|ξ_i|. (15)

Example: D = 6 nm, attenuation length 2 nm, h = 0.05 nm, eight angles from 0° to 70°, m = r = 8, flat reference 0.3, true profile

c(z) = 0.2 + 0.5 exp[−(z − 2 nm)²/(2 × (0.6 nm)²)].

Noise standard deviations are 0.002 per channel, independent, and 0.001 for a shared random offset.

### 10. The example at the oracle value

The minimum lies at α = 3.53 nm^(−1/2), both from the zero of (14) and from a direct search that solves the original minimisation without singular values. The components there are, with s_i in nm^(−1/2) and the amplitudes in nm^(1/2):

i | s_i | |ξ_i| | f_i | bias | noise
1 | 509 | 0.036 | 1.000 | 0.000 | 0.002
2 | 160 | 0.234 | 1.000 | 0.000 | 0.006
3 | 22.5 | 0.102 | 0.976 | 0.002 | 0.043
4 | 2.10 | 0.285 | 0.261 | 0.210 | 0.125
5 | 0.107 | 0.087 | 0.001 | 0.087 | 0.009
6 | 0.0026 | 0.072 | 0.000 | 0.072 | 0.000

Bias means (1 − f_i)|ξ_i| and noise means f_i/s_i; zeros are rounded values. Components 7 and 8 are suppressed still more strongly and have biases 0.108 and 0.016. The null-space part has length 0.060.

The fourth component shows the arithmetic. With s₄ = 2.0985, |ξ₄| = 0.2848, s₄² = 4.404 and α² = 12.443,

f₄ = 4.404/(4.404 + 12.443) = 0.2614,

bias: (1 − 0.2614) × 0.2848 = 0.210,

noise: 0.2614/2.0985 = 0.125.

Three components are thus determined mainly by the data, the fourth partly, and the rest almost wholly by the reference. Eight angles do not supply eight useful numbers about the profile.

The oracle value is close to its lower bound (15), which is 1/0.285 = 3.51. The reason can be read from (14). At the minimum the weights s_i²/(s_i² + t)³ are about 9 × 10⁻⁴ for component 4, 6 × 10⁻⁶ for component 5 and 4 × 10⁻⁶ for component 3; the others are smaller still. Component 4 alone would put the minimum at α = 1/|ξ₄|. Because its weight is so much larger, a small shift of α away from this value is enough for its term to balance all the others.

The total squared bias is 0.0724 nm and the noise variance 0.0175 nm. Their sum is 0.0900 nm, of which the noise makes up 0.0175/0.0900 = 19 %. In rms atom fraction,

bias: √(0.0724/6) = 0.110,

noise: √(0.0175/6) = 0.054,

total: √(0.0900/6) = 0.122.

A simulation of 20 000 data sets with uniformly distributed errors gives a mean squared error of 0.0898 ± 0.0004 nm. This agrees with the formula and illustrates that Gaussian noise is not needed.

For comparison, the squared length of ξ is the sum of all squared amplitudes, 0.1755 nm. The reference alone thus has the rms error √(0.1755/6) = 0.171. The measurement improves it to 0.122, a real but moderate gain.

### 11. A small error bar can accompany a larger error

The rms atom fractions at other values of α are:

α | bias | noise | total
0.1 | 0.061 | 2.049 | 2.050
1 | 0.072 | 0.165 | 0.180
3.53 | 0.110 | 0.054 | 0.122
10 | 0.131 | 0.017 | 0.132
100 | 0.143 | 0.002 | 0.143

Going from the oracle value to α = 100 reduces the noise by a factor of about 25, yet the total error grows. At α = 100 only the two strongest components are still set mainly by the data; the others are drawn almost completely back to the reference. The narrow error bar reports how reproducible this estimate is, not how close it is to the truth.

At α = 0.1 the large noise comes mainly from the fifth component, for which s₅ = 0.107 is close to α. Its amplitude is

0.107/(0.107² + 0.1²) = 4.99 nm^(1/2),

nearly the upper limit 1/(2α) = 5. Divided by √6, this accounts for 2.04 of the 2.05 in the table.

More data make further components visible only slowly. If K independent repetitions reduce the whole covariance to C/K, including the offset part, then every s_i grows by √K. At fixed α, the fifth component reaches f₅ = 1/2 when √K × 0.107 = 3.53, that is, at K ≈ 1100. The sixth needs about 1.8 million repetitions. With an offset that does not average out, the s_i grow by at most this factor √K.

A component that passes the filter is not yet a gain in accuracy. At f₅ = 1/2 the noise amplitude of the fifth component is 1/(2α) = 0.14 nm^(1/2), more than its whole true amplitude of 0.087 nm^(1/2). Leaving this component at the reference value would give a smaller error, so α has to be chosen anew when the amount of data changes.

### 12. A good fit does not exclude bias

The whitened residual of the estimate is b − A(x_α − x₀), where b = Aξ + ε. Its component along u_i is

(s_i ξ_i + ε_i) − f_i(s_i ξ_i + ε_i) = (1 − f_i)(s_i ξ_i + ε_i).

The remaining m − r directions of data space contain only noise, each with mean square 1. Since E ε_i = 0 and E ε_i² = 1, the expected weighted misfit is

E|residual|² = m − r + Σ_i (1 − f_i)² (1 + s_i² ξ_i²). (16)

Bias enters the misfit with the weight s_i², but enters the profile error with weight 1. A large bias in a weak component is therefore almost absent from the residual, and the null-space part is wholly absent.

At the oracle value the expected misfit is 4.74, of which bias contributes 0.20. Nearly all of that 0.20 comes from component 4: (0.210 × 2.10)² = 0.19. Components 5 to 8 and the null-space part together hold 0.028 nm of squared bias, more than the entire noise variance. Their contribution to the misfit is about 10⁻⁴, whereas the misfit of a single data set fluctuates with a standard deviation of about 2.3 for the uniform errors simulated and about 3 for Gaussian errors. A test of the fit to a single data set has practically no chance of noticing components 5 to 8, and no amount of such data can reveal the null-space part.

Each term of the sum in (16) grows with α. Setting the expected misfit equal to the number of data, 8, would therefore select an α above the oracle value in this example, with less noise and more bias.

### 13. Uncertainty of a depth average

Often the wanted quantity is not the whole profile but the mean atom fraction q in a layer. If the layer contains n_q cells, then q = wᵀx with w_j = 1/(n_q√h) inside the layer and zero outside. Multiplying the profile error by wᵀ and averaging gives

bias of q = −Σ_i (1 − f_i) ξ_i wᵀv_i − wᵀξ_⊥, (17)

noise variance of q = Σ_i (f_i/s_i)² (wᵀv_i)². (18)

For three layers of width 1 nm at the oracle α, the atom fractions are:

layer (nm) | true | mean estimate | bias | noise
0–1 | 0.236 | 0.287 | +0.051 | 0.027
1.5–2.5 | 0.648 | 0.465 | −0.183 | 0.053
4–5 | 0.200 | 0.276 | +0.076 | 0.052

The noise is one standard deviation. Each mean estimate lies between the reference value 0.3 and the truth. This holds for these layers but is not a general rule, because the filter also mixes different depths.

In the layer around the peak the bias is 0.1825/0.0531 = 3.4 noise standard deviations. The statement "0.47 ± 0.05" would describe the repeatability correctly and mislead about the film. The rms error about the truth is √(0.183² + 0.053²) = 0.19.

### 14. What can be said about bias without the truth

The range 0 ≤ c ≤ 1 is known in advance, but in this example it restricts little. Profiles in this range that match each whitened noise-free signal within two standard deviations have a mean between roughly 0.05 and 0.55 in the layer 0–1 nm, and anywhere from 0 to 1 in the layer around the peak. A useful statement needs an extra assumption about the profile. One possibility is a limit on the size of ξ. Let F = Σ_i f_i v_i v_iᵀ, which maps the true deviation onto the mean estimated one. The bias of q is wᵀ(F − I)ξ. Since F is symmetric, the Cauchy–Schwarz inequality gives

|bias of q| ≤ |(I − F)w| |ξ|. (19)

A defensible limit on |ξ| thus gives a limit on the bias.

Another possibility is a probability distribution. Suppose that before the measurement the deviations ξ have mean zero and covariance I/α² and are Gaussian, and that the noise is Gaussian and independent of them. The posterior density is then proportional to exp(−J/2), with J the function being minimised. Around its minimum J rises by gᵀ(AᵀA + α²I)g for a displacement g, so the posterior covariance is

P = (AᵀA + α²I)⁻¹. (20)

Along v_i its value is 1/(s_i² + α²). Compare this with the noise variance plus the squared bias averaged over the prior, where E ξ_i² = 1/α²:

f_i²/s_i² + (1 − f_i)²/α² = (s_i² + α²)/(s_i² + α²)² = 1/(s_i² + α²). (21)

In a null direction the noise is zero and both sides equal 1/α². The posterior covariance therefore contains both kinds of error, with the bias averaged over the profiles that the prior considers possible.

For the three layers the posterior standard deviations are 0.11, 0.22 and 0.24. Each exceeds the actual size of the bias. They also give the factor in (19), because (21) implies

|(I − F)w| = α √(posterior variance − noise variance).

For the peak layer this is 3.53 × √(0.219² − 0.053²) = 0.75 nm^(−1/2). With the true length |ξ| = √0.1755 = 0.419 nm^(1/2), the bound is 0.31; the actual bias is 0.18.

The prior is crude. It gives a single cell the standard deviation 1/(α√h) = 1.3, wider than the whole range of an atom fraction, and treats neighbouring cells as independent. Moreover, α was chosen here with knowledge of the truth. The posterior widths show how bias can be included; they are no guarantee for a particular film.

### 15. Structure that leaves no trace

Add to the true profile a vector g from the null space. The signals stay the same, and so do the estimate and its noise covariance. The squared null-space bias changes from |ξ_⊥|² to

|ξ_⊥ + g|² = |ξ_⊥|² + 2ξ_⊥ᵀg + |g|².

In the example, g is made from a cosine ripple of period 1.2 nm by removing all parts visible to the eight signals. What remains has an rms atom fraction of 0.053, and the modified profile still lies between 0 and 1. The computed signals change by about 10⁻¹⁶, which is rounding error. The rms bias rises from 0.110 to 0.121. Adding the ripple in quadrature would give 0.122; the small difference comes from the cross term, which is negative here.

No analysis of these eight signals alone can decide between the two profiles. A statement about such structure has to rest on another measurement or on knowledge of how the film was made. For this reason a reported profile needs α, the reference, the noise uncertainty and the assumption behind the bias estimate, each stated separately. Errors in λ, in the straight-path model or in the film thickness are not included in any of the numbers above, and have to be assessed in addition.

The full set of computed values is given in the numerical output.

Values computed for the example and the checks

```
film thickness 6.0 nm, cells 120, h 0.050 nm
attenuation length 2.0 nm
angles (deg): 0 10 20 30 40 50 60 70
profile: background 0.2, peak 0.5 (atom fraction)
peak centre 2.0 nm, Gaussian width 0.6 nm
flat reference 0.3 (atom fraction)
noise: channel 0.002, common 0.001 (signal)
total standard deviation per channel 0.00224 (signal)
noise-free signals: 0.3346 0.3352 0.3369 0.3388 0.3394 0.3355 0.3210 0.2862
largest discretisation error 2.04e-05 (signal)
rms profile shift from it 1.53e-05 (atom fraction)
oracle alpha 3.5275 nm^-1/2 (formula)
oracle alpha 3.5275 nm^-1/2 (direct search)
lower bound 1/max|xi_i| 3.5113 nm^-1/2
components at oracle alpha; s in nm^-1/2, others in nm^1/2
i  s_i  |xi_i|  f_i (no unit)  |bias_i|  noise_i
1 5.0851e+02 0.03606 1.000e+00 0.00000 1.966e-03
2 1.5954e+02 0.23352 9.995e-01 0.00011 6.265e-03
3 2.2467e+01 0.10194 9.759e-01 0.00245 4.344e-02
4 2.0985e+00 0.28480 2.614e-01 0.21035 1.246e-01
5 1.0687e-01 0.08706 9.170e-04 0.08698 8.581e-03
6 2.6198e-03 0.07214 5.516e-07 0.07214 2.105e-04
7 2.8029e-05 0.10766 6.314e-11 0.10766 2.253e-06
8 9.1658e-08 0.01600 6.752e-16 0.01600 7.366e-09
norm of null-space part 5.976e-02 nm^1/2
alpha (nm^-1/2); rms bias, noise, total (atom fraction)
0.1000 0.06092 2.04884 2.04975
1.0000 0.07166 0.16533 0.18019
3.5275 0.10988 0.05404 0.12245
10.0000 0.13096 0.01746 0.13211
100.0000 0.14318 0.00218 0.14319
unregularised rms noise 4.4540e+06 (atom fraction)
squared bias at oracle 0.072441 nm
noise variance at oracle 0.017520 nm
their sum 0.089961 nm
simulated error 0.089802 +- 0.000393 nm
number of simulated data sets 20000
expected weighted misfit 4.7426 (no unit)
part of it due to bias 0.1983 (no unit)
simulated misfit 4.7721 +- 0.0163
window (nm); true, mean estimate, bias, noise sd, posterior sd
0.0-1.0 0.2356 0.2869 0.0513 0.0269 0.1125
1.5-2.5 0.6478 0.4653 -0.1825 0.0531 0.2194
4.0-5.0 0.2003 0.2764 0.0761 0.0522 0.2442
ripple before projection: amplitude 0.08 (atom fraction)
ripple period 1.2 nm
rms hidden ripple 0.05282 (atom fraction)
largest signal change 1.1e-16 (signal)
rms bias with ripple 0.12141 (atom fraction)
```
